**RPA correlation energy: logarithmic form against the plasmon formula**

The program tests E_c = (1/2π)∫₀^∞dω Tr[ln(1 − χ_s v) + χ_s v] = ½(ΣΩ_n − Tr A) for direct RPA. Here χ_s is the Kohn–Sham response at imaginary frequency, v the electron interaction, and A = D + K contains the orbital gaps D and the Coulomb integrals K. The Ω_n are the positive eigenvalues of [[A, K], [−K, −A]]. On an exactly solvable two-site model it asserts the fluctuation–dissipation theorem, the adiabatic connection with the exact response, and the self-consistent Hartree response behind the RPA. For water with PBE orbitals in the cc-pVDZ basis it asserts that double quadrature, the logarithmic form and full diagonalization agree; all three print −0.30864806 hartree. It also asserts the determinant identity, the zero contribution of triplet combinations, the second-order limit and the ω⁻⁴ decay of the integrand. For helium, the output shows Tr K growing by 53.9 % from triple to quadruple zeta, while the magnitude of the correlation energy grows by 7.1 %.

## Numerical verification

```python
# Result under test: the direct RPA correlation energy
#   E_c = (1/2pi) int_0^inf dw Tr[ln(1 - chi_s v) + chi_s v]
#       = (1/2) (sum_n Omega_n - Tr A),   A = D + K,  B = K.
# chi_s: Kohn-Sham density response at imaginary frequency i*w
# v: electron interaction; D: orbital energy gaps e_a - e_i
# K: Coulomb integrals (ia|jb); Omega_n: positive eigenvalues of
# [[A, B], [-B, -A]]; lam: coupling constant between 0 and 1.
# Hartree atomic units for atoms and molecules; hopping t = 1 for the dimer.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from pyscf import gto, dft, ao2mo, lib

lib.num_threads(1)
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10


def frequency_grid(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (1 + x) / (1 - x), 2 * w / (1 - x) ** 2


def coupling_grid(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (1 + x) / 2, w / 2


freqs, freq_weights = frequency_grid(56)
lams, lam_weights = coupling_grid(14)

# ---------- elementary frequency integral ----------
for big, small in ((3.0, 1.0), (0.7, 2.2)):
    value = quad(lambda w: np.log((big**2 + w*w) / (small**2 + w*w)),
                 0, np.inf, epsabs=1e-10, limit=300)[0]
    assert abs(value - np.pi * (big - small)) < 1e-6

# ---------- exactly solvable two-site, two-electron model ----------
t, U = 1.0, 2.0
one_body = np.array([[0.0, -t], [-t, 0.0]])
eye2 = np.eye(2)
kinetic = np.kron(one_body, eye2) + np.kron(eye2, one_body)
site_density = [np.kron(np.diag(e), eye2) + np.kron(eye2, np.diag(e))
                for e in eye2]
repulsion = U * np.diag([1.0, 0.0, 0.0, 1.0])


def exact_states(lam):
    return np.linalg.eigh(kinetic + lam * repulsion)


def exact_response(states, w):
    energy, vec = states
    gaps = energy[1:] - energy[0]
    moments = np.array([vec[:, 0] @ n @ vec[:, 1:] for n in site_density])
    return -(moments * (2 * gaps / (gaps**2 + w*w))) @ moments.T


orb_e, orb = np.linalg.eigh(one_body)
dimer_gap = orb_e[1] - orb_e[0]
pair_density = orb[:, 0] * orb[:, 1]


def dimer_chi_s(w):
    return (-4 * dimer_gap / (dimer_gap**2 + w*w)
            * np.outer(pair_density, pair_density))


free = exact_states(0.0)
for w in (0.0, 0.8, 3.0):
    assert np.allclose(dimer_chi_s(w), exact_response(free, w), atol=1e-12)

# fluctuation-dissipation theorem for the interacting ground state
full = exact_states(1.0)
ground = full[1][:, 0]
mean = np.array([ground @ n @ ground for n in site_density])
covariance = np.array([[ground @ a @ b @ ground for b in site_density]
                       for a in site_density]) - np.outer(mean, mean)
from_response = -sum(g * exact_response(full, w)
                     for w, g in zip(freqs, freq_weights)) / np.pi
assert np.allclose(covariance, from_response, atol=1e-9)

# adiabatic connection with the exact response gives the exact energy
phi = free[1][:, 0]
dimer_exact = full[0][0] - phi @ (kinetic + repulsion) @ phi
dimer_connection = 0.0
for lam, g in zip(lams, lam_weights):
    states = exact_states(lam)
    gs = states[1][:, 0]
    assert np.allclose([gs @ n @ gs for n in site_density], 1.0)
    for w, h in zip(freqs, freq_weights):
        change = exact_response(states, w) - exact_response(free, w)
        dimer_connection -= g * h * U * np.trace(change) / (2 * np.pi)
assert abs(dimer_exact - dimer_connection) < 1e-8


# the RPA response is the response of a self-consistent Hartree system
def hartree_density(field):
    n = np.ones(2)
    for _ in range(200):
        vec = np.linalg.eigh(one_body + np.diag(field + U * n))[1]
        n = 0.7 * n + 0.3 * 2 * vec[:, 0] ** 2
    return n


step = np.array([1e-3, -1e-3])
slope = (hartree_density(step) - hartree_density(-step)) / 2e-3
chi_rpa = np.linalg.solve(eye2 - dimer_chi_s(0.0) * U, dimer_chi_s(0.0))
assert np.allclose(slope, chi_rpa @ np.array([1.0, -1.0]), atol=1e-5)

dimer_log = 0.0
for w, g in zip(freqs, freq_weights):
    x_mat = dimer_chi_s(w) * U
    dimer_log += g * (np.linalg.slogdet(eye2 - x_mat)[1]
                      + np.trace(x_mat)) / (2 * np.pi)
dimer_closed = t * np.sqrt(1 + U / t) - t - U / 2
assert abs(dimer_log - dimer_closed) < 1e-9


# ---------- molecules with PBE orbitals ----------
def kohn_sham_pairs(mol):
    mf = dft.RKS(mol)
    mf.xc = "pbe"
    mf.verbose = 0
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
    k = ao2mo.general(mol, (occ, vir, occ, vir), compact=False)
    return gaps, k.reshape(gaps.size, gaps.size), occ, vir


def singlet_plasmon(gaps, k, scale=1.0):
    root = np.sqrt(gaps)
    m = np.diag(gaps**2) + 4 * scale * root[:, None] * k * root
    omega = np.sqrt(np.linalg.eigvalsh(m))
    return 0.5 * (omega.sum() - gaps.sum() - 2 * scale * np.trace(k)), omega


bond_angstrom, angle_deg = 0.96, 104.5
bond = bond_angstrom / bohr_angstrom
half = np.radians(angle_deg / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
water = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
              basis="cc-pvdz", unit="Bohr", verbose=0)
D, K, occ, vir = kohn_sham_pairs(water)
assert D.min() > 0 and np.linalg.eigvalsh(K).min() > -1e-10

# Coulomb-orthonormal auxiliary space spanned by products of basis functions
metric = water.intor("int2e", aosym="s4")
val, vec = np.linalg.eigh(metric)
keep = val > 1e-11
factors = lib.unpack_tril(np.ascontiguousarray((vec[:, keep]
                                               * np.sqrt(val[keep])).T))
aux = np.array([(occ.T @ f @ vir).ravel() for f in factors])


def minus_chi_v(w):
    # -v^(1/2) chi_s v^(1/2), with both spins summed
    return (aux * (4 * D / (D**2 + w*w))) @ aux.T


def log_integrand(w):
    s = np.linalg.eigvalsh(minus_chi_v(w))
    assert s.min() > -1e-9
    return np.sum(np.log1p(s) - s)


def coupling_integrand(w):
    s = minus_chi_v(w)
    one = np.eye(len(s))
    return sum(g * np.trace(np.linalg.solve(one + lam * s, s) - s)
               for lam, g in zip(lams, lam_weights))


log_values = np.array([log_integrand(w) for w in freqs])
coupling_values = np.array([coupling_integrand(w) for w in freqs])
assert np.allclose(log_values, coupling_values, atol=1e-7)
e_log = freq_weights @ log_values / (2 * np.pi)
e_double = freq_weights @ coupling_values / (2 * np.pi)

# full spin-orbital eigenvalue problem
D_spin = np.tile(D, 2)
K_spin = np.kron(np.ones((2, 2)), K)
A = np.diag(D_spin) + K_spin
roots = np.linalg.eigvals(np.block([[A, K_spin], [-K_spin, -A]]))
assert np.abs(roots.imag).max() < 1e-6
omega = np.sort(roots.real[roots.real > 0])
assert omega.size == D_spin.size
e_plasmon = 0.5 * (omega.sum() - np.trace(A))
assert abs(e_log - e_plasmon) < 1e-7
assert abs(e_double - e_plasmon) < 1e-6

# the determinant as a ratio of products over excitation energies
for w in (0.0, 0.5, 4.0):
    s = minus_chi_v(w)
    left = np.linalg.slogdet(np.eye(len(s)) + s)[1]
    right = np.sum(np.log(omega**2 + w*w) - np.log(D_spin**2 + w*w))
    assert abs(left - right) < 1e-7

# triplet combinations keep the bare gaps and add nothing to the energy
e_singlet, omega_singlet = singlet_plasmon(D, K)
assert abs(e_singlet - e_plasmon) < 1e-8
assert np.allclose(omega, np.sort(np.concatenate([omega_singlet, D])),
                   atol=1e-7)

# the linear and logarithmic parts, integrated separately
linear_part = -sum(g * np.trace(minus_chi_v(w))
                   for w, g in zip(freqs, freq_weights)) / (2 * np.pi)
assert abs(linear_part + 0.5 * np.trace(K_spin)) < 1e-7
log_part = 0.5 * (omega.sum() - D_spin.sum())

# weak-coupling limit and high-frequency decay
e_second = -0.5 * np.sum(K_spin**2 / (D_spin[:, None] + D_spin))
small = 3e-3
curvature = (singlet_plasmon(D, K, small)[0]
             + singlet_plasmon(D, K, -small)[0]) / (2 * small**2)
assert abs(curvature / e_second - 1) < 1e-3
decay_ratio = log_integrand(1000.0) / log_integrand(2000.0)
assert abs(decay_ratio / 16 - 1) < 0.01

# growth of Tr K with the basis, compared with the correlation energy
helium = []
for basis in ("cc-pvdz", "cc-pvtz", "cc-pvqz"):
    atom = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    d_he, k_he, _, _ = kohn_sham_pairs(atom)
    helium.append((basis, np.trace(k_he), singlet_plasmon(d_he, k_he)[0]))
trace_growth = helium[2][1] / helium[1][1] - 1
energy_growth = helium[2][2] / helium[1][2] - 1
assert trace_growth > energy_growth > 0

# ---------- output ----------
print(f"Dimer: hopping t = {t:.1f}, repulsion U = {U:.1f} (units of t)")
print(f"Dimer exact E_c, diagonalization: {dimer_exact:.6f} t")
print(f"Dimer exact E_c, adiabatic connection: {dimer_connection:.6f} t")
print(f"Dimer RPA E_c, logarithm: {dimer_log:.6f} t")
print(f"Dimer RPA E_c, closed form: {dimer_closed:.6f} t")
print(f"Water: O-H {bond_angstrom:.2f} angstrom, angle {angle_deg:.1f} deg")
print(f"Water basis functions: {water.nao}")
print(f"Water occupied, virtual spatial orbitals: "
      f"{occ.shape[1]}, {vir.shape[1]}")
print(f"Water spin-orbital pairs: {D_spin.size}")
print(f"Auxiliary functions kept: {len(aux)}")
print(f"Frequency points, coupling points: {freqs.size}, {lams.size}")
print(f"Smallest, largest gap D: {D.min():.5f}, {D.max():.5f} hartree")
print(f"Smallest singlet Omega: {omega_singlet.min():.5f} hartree")
for w in (0.0, 1.0, 10.0):
    s = minus_chi_v(w)
    print(f"w = {w:.1f} hartree: Tr chi_s v = {-np.trace(s):.6f}, "
          f"Tr ln = {np.linalg.slogdet(np.eye(len(s)) + s)[1]:.6f}")
    print(f"  their sum = {log_integrand(w):.6f}, "
          f"coupling quadrature = {coupling_integrand(w):.6f}")
print(f"Integrand ratio, w = 1000 to w = 2000 hartree: {decay_ratio:.3f}")
print(f"Sum of Omega: {omega.sum():.6f} hartree")
print(f"Tr D: {D_spin.sum():.6f} hartree")
print(f"Tr K: {np.trace(K_spin):.6f} hartree")
print(f"Tr A: {np.trace(A):.6f} hartree")
print(f"Logarithmic part of E_c: {log_part:.6f} hartree")
print(f"Linear part of E_c: {linear_part:.6f} hartree")
print(f"Water E_c, double quadrature: {e_double:.8f} hartree")
print(f"Water E_c, logarithm: {e_log:.8f} hartree")
print(f"Water E_c, half(sum Omega - Tr A): {e_plasmon:.8f} hartree")
print(f"Water E_c converted: {e_plasmon * hartree_ev:.4f} eV")
print(f"Water second-order direct term: {e_second:.6f} hartree")
for basis, trace_k, energy in helium:
    print(f"He {basis}: spin-summed Tr K = {2 * trace_k:.5f}, "
          f"E_c = {energy:.6f} hartree")
print(f"He growth, triple to quadruple zeta: Tr K {100*trace_growth:.1f} %, "
      f"E_c {100*energy_growth:.1f} %")
print("tests ok")
```

Printed output:

```
Dimer: hopping t = 1.0, repulsion U = 2.0 (units of t)
Dimer exact E_c, diagonalization: -0.236068 t
Dimer exact E_c, adiabatic connection: -0.236068 t
Dimer RPA E_c, logarithm: -0.267949 t
Dimer RPA E_c, closed form: -0.267949 t
Water: O-H 0.96 angstrom, angle 104.5 deg
Water basis functions: 24
Water occupied, virtual spatial orbitals: 5, 19
Water spin-orbital pairs: 190
Auxiliary functions kept: 278
Frequency points, coupling points: 56, 14
Smallest, largest gap D: 0.25826, 22.38173 hartree
Smallest singlet Omega: 0.28050 hartree
w = 0.0 hartree: Tr chi_s v = -8.419987, Tr ln = 6.548323
  their sum = -1.871664, coupling quadrature = -1.871664
w = 1.0 hartree: Tr chi_s v = -4.935462, Tr ln = 4.272168
  their sum = -0.663294, coupling quadrature = -0.663294
w = 10.0 hartree: Tr chi_s v = -0.306776, Tr ln = 0.304280
  their sum = -0.002496, coupling quadrature = -0.002496
Integrand ratio, w = 1000 to w = 2000 hartree: 15.993
Sum of Omega: 1096.610893 hartree
Tr D: 1090.211520 hartree
Tr K: 7.016669 hartree
Tr A: 1097.228189 hartree
Logarithmic part of E_c: 3.199686 hartree
Linear part of E_c: -3.508334 hartree
Water E_c, double quadrature: -0.30864806 hartree
Water E_c, logarithm: -0.30864806 hartree
Water E_c, half(sum Omega - Tr A): -0.30864806 hartree
Water E_c converted: -8.3987 eV
Water second-order direct term: -0.460750 hartree
He cc-pvdz: spin-summed Tr K = 1.55380, E_c = -0.058146 hartree
He cc-pvtz: spin-summed Tr K = 3.15819, E_c = -0.074761 hartree
He cc-pvqz: spin-summed Tr K = 4.86160, E_c = -0.080067 hartree
He growth, triple to quadruple zeta: Tr K 53.9 %, E_c 7.1 %
tests ok
```
